# Nonnegative Laplace Inversion of Capacitance Transients and Its Rate Resolution Limit

A regularised Laplace inversion can show several emission peaks where the true spectrum has one. In the second case worked below, a broad one-peak spectrum came out split into two or more peaks in 28 of 30 noisy inversions (a fraction 0.93) when the regularisation strength was held at the value chosen for a sharp two-line signal, at a signal-to-noise ratio of 1000. Reading each peak as a separate trap would then be an error, and the fitted spectrum does not itself state how likely that error is. The inversion therefore needs a companion: the smallest rate separation that the noise allows any method to establish.

## Signal model

Consider a one-sided junction at constant bias with uniformly filled majority traps. The model lets them emit throughout the depletion region at rates independent of the field. It ignores the transition region at the depletion edge and field-enhanced emission, which in a real diode can broaden a single level into a band. With trapped density \(n_T\) and doping \(N_D\), the capacitance is proportional to \((N_D-n_T)^{1/2}\), so that

\[
C=C_\infty\Big(1-\frac{n_T}{N_D}\Big)^{1/2}\simeq C_\infty-\frac{C_\infty n_T}{2N_D}.
\]

If \(n_T\) is a sum of decays \(n_i\exp(-e_it)\), then

\[
C(t)=C_\infty-\sum_i A_i e^{-e_it},\qquad A_i=\frac{C_\infty n_i}{2N_D}>0 .
\]

The data are \(y_k=-C(t_k)\) plus independent Gaussian noise of known standard deviation \(\sigma\), taken at the midpoints \(t_k\) of \(N\) intervals of length \(\Delta t\). The constant \(-C_\infty\) is unknown. With a reference rate \(e_0\), write

\[
u=\ln(e/e_0),\qquad g(u)=\exp(-e_0t\,e^u).
\]

A spectrum is a nonnegative density in \(u\). A single peak in \(u\) need not be a single peak in \(e\), because the density acquires a factor \(1/e\) under the change of variable.

## The inversion

For a given spectrum, the best baseline is the mean of the residual. Inserting it amounts to subtracting the time average from the data and from every model column. Let \(\eta\) be the centred data divided by \(\sigma\), let the columns of \(K\) be the centred \(g(u_j)\), and let \(w_j=A_j/\sigma\). The inversion minimises

\[
F(w)=\|\eta-Kw\|^2+\lambda\|w\|^2,\qquad w_j\ge0 .
\]

Define \(G=K^T(\eta-Kw)-\lambda w\). For any other vector \(v\), direct expansion gives

\[
F(v)=F(w)-2G\cdot(v-w)+\|K(v-w)\|^2+\lambda\|v-w\|^2 .
\]

If \(w_j>0\), a small change of either sign is allowed, so a minimum needs \(G_j=0\). If \(w_j=0\), only an increase is allowed, so it needs \(G_j\le0\). These conditions also suffice: they give \(G\cdot w=0\) and \(G\cdot v\le0\), so every term added to \(F(w)\) is nonnegative.

An active-set method finds this point:

1. Start from \(w=0\) with all cells fixed at zero.
2. Free the fixed cell with the largest positive \(G_j\). Stop if there is none above rounding level.
3. Solve ordinary least squares on the free cells. The penalty enters as extra rows \(\sqrt\lambda\,I\) with zero data.
4. If a trial amplitude is not positive, move from the old solution towards the trial until the first amplitude reaches zero, fix that cell, and repeat step 3. Otherwise accept the trial and return to step 2.

To choose \(\lambda\), let \(M\) be the misfit \(\|\eta-Kw\|^2\) and \(R=\|w\|^2\) at the minimum. For \(\lambda_1<\lambda_2\), each solution is best for its own penalty:

\[
M_1+\lambda_1R_1\le M_2+\lambda_1R_2,\qquad
M_2+\lambda_2R_2\le M_1+\lambda_2R_1 .
\]

Adding these gives \((\lambda_2-\lambda_1)(R_2-R_1)\le0\), hence \(R_2\le R_1\). The first inequality then gives \(M_1\le M_2\). The misfit thus never falls as \(\lambda\) grows, and bisection can find the \(\lambda\) at which it exceeds the unregularised nonnegative minimum by 1. That value is a convention; the limits below do not depend on it.

## A bound for every algorithm

Let \(f_1\) be a rival signal, \(f_2\) the true one, and \(D=\|f_2-f_1\|/\sigma\). Their data densities are \(p_1\) and \(p_2\). Let \(\varphi^*=1\) where \(p_2>cp_1\) and zero elsewhere, and let \(\varphi\), between 0 and 1, be the rejection probability of any other test. At every data point

\[
(\varphi^*-\varphi)(p_2-cp_1)\ge0 .
\]

Integration shows that the power of \(\varphi^*\) minus that of \(\varphi\) is at least \(c\) times the difference of their false-alarm probabilities. No test with the same or a smaller false-alarm probability is therefore more powerful.

For Gaussian noise, \(p_2/p_1\) increases with

\[
q=\frac{(y-f_1)\cdot(f_2-f_1)}{\sigma\|f_2-f_1\|},
\]

which has unit variance and mean 0 under \(f_1\), mean \(D\) under \(f_2\). Let \(\Phi\) be the standard normal distribution function and \(z_\alpha\) the value exceeded with probability \(\alpha\). The greatest power at false-alarm probability \(\alpha\) is \(\Phi(D-z_\alpha)\). A miss probability of at most \(\beta\) requires

\[
D\ge d=z_\alpha+z_\beta .
\]

When a whole family of rivals must be excluded, this holds for each member, and so for the nearest one. Regularisation is a way of processing the same data and cannot evade the bound.

## First limit: excluding a single rate

Take two lines of equal amplitude, total \(A\), at \(u=\pm\delta/2\). All derivatives below are with respect to \(u\) at \(u=0\). The odd Taylor terms cancel in the mean:

\[
\tfrac12\big[g(\tfrac\delta2)+g(-\tfrac\delta2)\big]
=g+\frac{\delta^2}{8}g''+\frac{\delta^4}{384}g''''+\cdots .
\]

A single-rate rival has free amplitude, rate and baseline. Small changes of these add multiples of \(g\), \(g'\) and 1. The changes needed are of order \(\delta^2\), so their squares enter at order \(\delta^4\). Let \(P_2\) remove the components along \(1,g,g'\). At leading order

\[
D=\frac A\sigma\frac{\delta^2}{8}\|P_2g''\|,\qquad
\delta_1^2=\frac{8d\,\sigma}{A\|P_2g''\|}.
\]

For unequal fractions \(p\) and \(1-p\), the same expansion about the mean of \(u\) has second-order coefficient \(p(1-p)\delta^2/2\), which replaces \(\delta^2/8\). A weak companion is harder to detect.

## Second limit: excluding every one-peak spectrum

Failure of a single rate does not prove two peaks, since a broad band also fails to be a single rate. The stricter rival is any spectrum that rises up to a mode \(m\) and falls beyond it, with a sharp line at \(m\) allowed.

To the right of \(m\), a falling density \(p\) can be written

\[
p(u)=\int_u^\infty\frac{1}{B-m}\,\big[(B-m)(-dp(B))\big].
\]

This is a sum of uniform bands from \(m\) to \(B\) with nonnegative weights. The left side is treated alike, so averages obey

\[
E[f(u)]=E_B\left[\frac1{B-m}\int_m^B f(u)\,du\right].
\]

Let \(h=\delta/2\) and choose \(f=\frac{d}{du}\big[(u-m)(u^2-3h^2)^2\big]\). The inner average is \((B^2-3h^2)^2\ge0\). Differentiation gives

\[
\begin{aligned}
f&=(u^2-3h^2)^2+4u(u-m)(u^2-3h^2)\\
&=5u^4-4mu^3-18h^2u^2+12mh^2u+9h^4 .
\end{aligned}
\]

The two lines have first to fourth moments \(0,h^2,0,h^4\). A rival matching the first three has a fourth moment \(\mu_4\) with

\[
5\mu_4-18h^4+9h^4\ge0\quad\Rightarrow\quad\mu_4\ge\tfrac95h^4 .
\]

Equality requires \(B=\pm\sqrt3h\). Let the two sets of bands have weights \(w_\pm\). Zero mean requires \(m+\sqrt3h(w_+-w_-)=0\), so \(w_\pm=(\sqrt3h\mp m)/(2\sqrt3h)\). Dividing by the band lengths \(\sqrt3h\mp m\) gives the same height on both sides. Whatever the position of \(m\), the rival is one flat band of full width \(2\sqrt3h=\sqrt3\,\delta\).

The fourth-moment mismatch, divided by \(4!\), is

\[
\frac{1}{24}\cdot\frac45h^4=\frac1{24}\cdot\frac45\cdot\frac{\delta^4}{16}=\frac{\delta^4}{480}.
\]

Let \(P_4\) remove \(1,g,g',g'',g'''\). For rivals whose width shrinks with \(\delta\), the leading result is

\[
D=\frac A\sigma\frac{\delta^4}{480}\|P_4g''''\|,\qquad
\delta_2^4=\frac{480d\,\sigma}{A\|P_4g''''\|}.
\]

The projection lets the rival's lower moments shift by order \(h^4\). In the inequality, the term \(-4m\mu_3\) then changes by order \(h^5\), because matching the moments confines \(m\) to order \(h\). Indeed, the band identity gives \(E_B(B-m)=-2m\) and \(E_B(B-m)^2=3(h^2+m^2)\); since a mean square is at least the squared mean, \(m^2\le3h^2\). The law therefore has a relative correction of order \(\delta\), and the rival can choose the sign of \(m\) that reduces the distance.

## The two norms

Put \(x=e_0t\) and \(X=e_0N\Delta t\). Since \(d/du\) acts as \(x\,d/dx\), repeated differentiation gives

\[
\begin{aligned}
g'&=-xe^{-x},& g''&=(x^2-x)e^{-x},\\
g'''&=(-x^3+3x^2-x)e^{-x},& g''''&=(x^4-6x^3+7x^2-x)e^{-x}.
\end{aligned}
\]

The lower powers lie in the removed space, so only \(x^ne^{-x}\) matters, with \(n=2\) or 4. For \(e_0\Delta t\ll1\), sums over samples are integrals over \(x\) divided by \(e_0\Delta t\). For \(X\) well above 10, the exponential tails beyond \(X\) are negligible.

The functions \(\phi_n=\sqrt2L_n(2x)e^{-x}\), with Laguerre polynomials \(L_n\), are orthonormal on \((0,\infty)\). The leading coefficient of \(\phi_n\) is \(\sqrt2(-2)^n/n!\). After removal of lower powers, \(x^ne^{-x}\) thus has squared norm

\[
\left(\frac{n!}{\sqrt2\,2^n}\right)^2=\frac18\ (n=2),\qquad \frac98\ (n=4).
\]

The unknown baseline reduces this. From \(L_n(z)=\sum_k\binom nk(-z)^k/k!\),

\[
\int_0^\infty\phi_n\,dx=\sqrt2\sum_k\binom nk(-2)^k=\sqrt2(-1)^n .
\]

The constant has squared norm \(X\), and \(X-2n\) after removal of \(\phi_0,\ldots,\phi_{n-1}\). Its squared overlap with \(\phi_n\) is still 2. Removing it leaves the fraction \(1-2/(X-2n)\), so

\[
\|P_2g''\|^2=\frac{X-6}{8e_0\Delta t(X-4)},\qquad
\|P_4g''''\|^2=\frac{9(X-10)}{8e_0\Delta t(X-8)} .
\]

At a fixed window \(X\), both norms grow as \(N^{1/2}\). At leading order

\[
\delta_1\propto(\sigma/A)^{1/2}N^{-1/4},\qquad
\delta_2\propto(\sigma/A)^{1/4}N^{-1/8}.
\]

Halving \(\delta_2\) needs 16 times the signal-to-noise ratio, or 256 times as many averaged transients. At fixed sample spacing, a short window is costly too, partly because the baseline then imitates slow emission.

## Limits for stated noise

Take the round model values \(A=0.1\) pF, \(\sigma=0.0001\) pF, \(e_0=100\ \mathrm{s^{-1}}\), \(N=2000\), \(\Delta t=0.0001\) s and \(\alpha=\beta=0.05\). Then \(A/\sigma=1000\), \(X=20\), \(e_0\Delta t=0.01\) and \(d=3.290\). The norms are

\[
\|P_2g''\|=\sqrt{\frac{14}{0.08\times16}}=3.307,\qquad
\|P_4g''''\|=\sqrt{\frac{90}{0.08\times12}}=9.682 .
\]

The leading laws give

\[
\delta_1=\sqrt{\frac{8(3.290)(0.001)}{3.307}}=0.0892,\qquad
\delta_2=\left[\frac{480(3.290)(0.001)}{9.682}\right]^{1/4}=0.6355 .
\]

At finite \(\delta\), the distance to the one-peak family is a nonnegative least-squares problem for each mode, with the uniform bands as columns. The mode must be scanned, because spectra with different modes do not form one convex set. The update \(\delta\leftarrow\delta(d/D)^{1/4}\) then solves \(D=d\).

The result is \(\delta_2=0.668\), about 5% above the law. The computed distance is 0.942 of the law at \(\delta=0.25\) and 0.869 at \(\delta=0.50\), consistent with a correction of order \(\delta\). Refining the grids of endpoints and modes lowers the distance at the limit from 3.290 to 3.286. A finite grid contains fewer rivals, so the computed \(\delta_2\) errs on the low side.

| \(A/\sigma\) | \(\delta_1\) | \(\delta_2\) | ratio at \(\delta_1\) | ratio at \(\delta_2\) |
|---:|---:|---:|---:|---:|
| 100 | 0.283 | 1.263 | 1.33 | 3.54 |
| 1000 | 0.089 | 0.668 | 1.09 | 1.95 |
| 10000 | 0.028 | 0.366 | 1.03 | 1.44 |

At \(A/\sigma=1000\), two equal lines must differ in rate by nearly a factor of two before the data can establish two peaks at these error rates. If the emission prefactors are equal, \(e\propto\exp(-E/k_BT)\) gives \(\Delta E=k_BT\,\delta\). At 200 K, where \(k_BT=17.23\) meV, the limits correspond to 1.5 and 11.5 meV.

The first limit is attainable here. A test that refits the single rate, its amplitude and the baseline, then projects the residual on the remaining part of \(g''\), gave a false-alarm fraction of 0.055 and a power of 0.955 at \(\delta_1\). For \(\delta_2\) the bound is shown to be necessary, not attainable: a test tuned to the nearest rival need not keep its false-alarm rate for all other modes.

## Two inversions

At \(\delta=0.334\), half of \(\delta_2\), the true rates are 84.6 and 118.2 \(\mathrm{s^{-1}}\). The inversion shows one peak at 99.8 \(\mathrm{s^{-1}}\). The best one-peak misfit exceeds the free nonnegative misfit by only 0.91, so two peaks are not supported. The noise-free distance to the nearest one-peak signal is 0.231, and at \(\alpha=0.05\) no method has power above \(\Phi(0.231-1.645)\simeq0.08\) against it.

The same data still exclude a single rate. By the leading law, the expected distance is \(3.290(0.334/0.0892)^2\simeq46\). The data thus establish a width without establishing its shape. Independent knowledge that the levels are discrete would change the family of rivals and justify a two-rate fit.

At \(\delta=1.336\), twice \(\delta_2\), the true rates are 51.3 and 195.1 \(\mathrm{s^{-1}}\), and the peaks appear at 51.5 and 195.3 \(\mathrm{s^{-1}}\). The one-peak misfit is now larger by 1610. The noise-free value is \(39.80^2=1584\), and its cross term with the noise has standard deviation \(2\times39.80\simeq80\), so the two agree.

Taking any split as proof of more than one true peak is a poor decision rule even here. Let each run of neighbouring cells above 20% of the largest amplitude count as a peak. With \(\lambda\) held at the value chosen for this transient, the inversion split the two lines in each of 30 trials, but it also split their nearest one-peak rival into two or more peaks in a fraction 0.93. The data distinguish these signals almost perfectly; the mere presence of a split at this \(\lambda\) does not. The high fraction owes much to this \(\lambda\), which was tuned on sharp lines. For a comparable broad one-peak spectrum, choosing \(\lambda\) anew for each transient by the same rule gave a value about 30 times larger and a split fraction near 0.3 in 20 trials, against about 0.95 with \(\lambda\) held fixed. False splits become rarer but do not vanish. The comparison of misfits is the better guide, and its threshold can be estimated from simulated transients of the best one-peak fit.

Once two peaks are established, and if discrete levels are assumed, a nonlinear fit started from the peaks gives rates of \(51.39\pm0.07\) and \(195.12\pm0.48\ \mathrm{s^{-1}}\). The amplitudes are \(0.0501\pm0.0001\) and \(0.0498\pm0.0001\) pF. All lie within two standard errors of the truth. These errors are conditional on the two-rate model and do not test it.

## Grid spacing and systematic errors

The rate grid must be fine compared with \(\delta_1\). A line midway between two cells a distance \(s\) apart is represented by a pair with separation \(s\), at a distance of about \(d(s/\delta_1)^2\) from the true signal. A coarser grid creates misfit that the inversion may convert into false structure.

Departures from linearity act in the same way. The next term in the expansion of the square root adds a component \((A^2/2C_\infty)e^{-2et}\) to \(y\) for a single trap. With \(C_\infty=50\) pF its initial size is \(0.1^2/100=0.0001\) pF, equal to \(\sigma\). The simulated transients omit this term, but a measurement contains it, and its effect accumulates over many samples. For a single trap with the values used here, a fit that ignores it overestimates the rate by about 1.5 standard errors and the amplitude by about 4.5. It should therefore be modelled already at this noise level. At low enough noise it can also appear as weak lines near twice the true rate. Correlated noise must likewise be whitened, with the same transformation applied to the model columns, before the distances have the meaning used here.

## Calculated quantities

```
amplitude 0.1 pF, noise 0.0001 pF, ratio 1000
centre rate 100.0 1/s, samples 2000, spacing 0.0001 s, X 20.0
baseline C_inf 50.0 pF; alpha 0.05, beta 0.05
required distance d 3.2897 sigma
norm of g2 remainder: sampled 3.3070, closed 3.3072
norm of g4 remainder: sampled 9.6821, closed 9.6825
single-rate distance / law at delta 0.10: 0.9989
one-peak distance / law at delta 0.25: 0.9419
one-peak distance / law at delta 0.50: 0.8689
width of nearest band / delta (mode at centre): 1.7366
delta1: law 0.0892, numerical 0.0892
delta2: law 0.6355, numerical 0.6681
one-peak distance at delta2: 3.290, finer grid 3.286
A/sigma 100: delta1 0.2833, delta2 1.2628, rate ratios 1.328, 3.535
A/sigma 1000: delta1 0.0892, delta2 0.6681, rate ratios 1.093, 1.951
A/sigma 10000: delta1 0.0282, delta2 0.3659, rate ratios 1.029, 1.442
log slopes, A/sigma 1000 to 10000: -0.500, -0.261
single-rate test at delta1: false alarm 0.055, power 0.955
kT at 200 K: 17.235 meV; energy differences 1.54, 11.51 meV
case 0.5 delta2: delta 0.3341, true rates 84.62, 118.18 1/s
  lambda 3.991e-04 (amplitudes in sigma), peak rates 99.77 1/s
  one-peak minus free misfit 0.91; noise-free distance 0.231 sigma
  split fraction: two lines 0.00, one-peak rival 0.00; largest true difference 0.092
case 2.0 delta2: delta 1.3363, true rates 51.27, 195.06 1/s
  lambda 2.838e-05 (amplitudes in sigma), peak rates 51.46, 195.26 1/s
  one-peak minus free misfit 1610.44; noise-free distance 39.802 sigma
  split fraction: two lines 1.00, one-peak rival 0.93; largest true difference 1.000
two-rate fit, slow: rate 51.39 +- 0.07 1/s, amplitude 0.05014 +- 0.00011 pF
two-rate fit, fast: rate 195.12 +- 0.48 1/s, amplitude 0.04983 +- 0.00010 pF
```
